# The local moment countercharge method and the Jost polarisation term

## 1. Definitions and conventions

Rydberg atomic units are used: lengths in bohr, energies in Ry, and $e^2=2$, which is kept visible. The charge density $\rho$ is counted in elementary charges, positive for nuclei. The symbol $\phi$ denotes the potential energy of a unit positive charge, so that

$$\nabla^2\phi=-4\pi e^2\rho .$$

A supercell has edge $L$ (if cubic), volume $V$ and net charge $q$. The surrounding material has dielectric constant $\varepsilon$. The result to be derived for the polarisation missing beyond the cell is

$$E_{\rm J}=-\left(1-\frac1\varepsilon\right)\frac{e^2q^2}{2R}.$$

With $e^2=1$ this is $-(1-1/\varepsilon)q^2/(2R)$ in hartree. In rydberg the same energy is $-(1-1/\varepsilon)q^2/R$.

The charge state $q$ is fixed throughout. Periodic potentials have zero cell average, and no macroscopic field is applied or allowed to build up (tin-foil boundary conditions).

## 2. Why a charged cell needs a countercharge

Integrate Poisson's equation over one cell. The left side is the flux of $\nabla\phi$ through the cell surface, which vanishes for periodic $\phi$ because opposite faces cancel. The right side is $-4\pi e^2q$. For $q\neq0$ there is no periodic solution.

Dropping the zero wavevector from the Fourier solution amounts to adding a uniform background of density $-q/V$. Let $G_L(\mathbf r)$ be the resulting potential of a unit charge, divided by $e^2$:

$$\nabla^2G_L=-4\pi\sum_{\mathbf T}\delta(\mathbf r-\mathbf T)+\frac{4\pi}{V},$$

with $\mathbf T$ the supercell lattice vectors. Compare it with the isolated kernel through $g=G_L-1/r$. Around the origin, up to the nearest image, $g$ is smooth and obeys $\nabla^2g=4\pi/V$.

In a cubic cell, inversion forbids odd powers in the expansion of $g$, and the quadratic term must be isotropic, $cr^2$. Since $\nabla^2(cr^2)=6c$, we have $c=2\pi/(3V)$. Finally, $G_L(\mathbf r)=L^{-1}G_1(\mathbf r/L)$ fixes how each power scales:

$$g(\mathbf r)=\frac{\xi}{L}+\frac{2\pi r^2}{3V}+O\!\left(\frac{r^4}{L^5}\right),$$

where $\xi$ is a pure number. With a background, the energy of a charged density is therefore wrong by $e^2q^2\xi/(2L)$ to leading order.

## 3. The countercharge energy

Choose a compact model density $\rho_{\rm LM}$ with the same charge and dipole as $\rho$, for instance a Gaussian of charge $q$ placed at the centre of charge. Split

$$\rho=\rho'+\rho_{\rm LM}.$$

The remainder $\rho'$ has neither charge nor dipole and can be treated periodically. The model density gets its isolated potential $\phi_{\rm LM}$. The energy is

$$E=\tfrac12\!\int\!\rho'\phi_{\rm per}[\rho']+\int\!\rho'\phi_{\rm LM}+\tfrac12\!\int\!\rho_{\rm LM}\phi_{\rm LM}. \tag{1}$$

**Potential.** Vary $\rho$ at fixed $\rho_{\rm LM}$, so that $\delta\rho'=\delta\rho$. The periodic kernel is symmetric, so the first term gives $\phi_{\rm per}[\rho']$ without the factor one half:

$$\frac{\delta E}{\delta\rho}=\phi_{\rm per}[\rho']+\phi_{\rm LM}.$$

This is the electrostatic potential to use in the self-consistent equations. A constant added to $\phi_{\rm per}$ leaves $E$ unchanged because $\int\rho'=0$.

**Error for a confined density.** Let $\rho$ lie well inside the cell. The isolated energy has the same three terms as (1), with $1/r$ replacing $G_L$ in the first. Hence

$$E-E_{\rm iso}=\frac{e^2}{2}\iint\rho'(\mathbf r)\rho'(\mathbf r')\,g(\mathbf r-\mathbf r')\,d^3r\,d^3r'.$$

The constant in $g$ contributes nothing, since $\rho'$ is neutral. For the quadratic term write $|\mathbf r-\mathbf r'|^2=r^2+r'^2-2\mathbf r\cdot\mathbf r'$. The first two pieces vanish by neutrality, and the third gives $-2d^2$, where $\mathbf d=\int\mathbf r\rho'$. The contribution is

$$\frac{e^2}{2}\,\frac{2\pi}{3V}(-2d^2)=-\frac{2\pi e^2d^2}{3V}. \tag{2}$$

If the dipole is matched, $d=0$ and the error is $O(L^{-5})$. If charge alone is matched, an error of order $L^{-3}$ remains.

**Constant in the potential.** The same expansion gives, for matched charge and dipole,

$$\phi_{\rm per}[\rho']-\phi_{\rm iso}[\rho']=\frac{2\pi e^2}{3V}\int\rho'r^2\,d^3r+O(L^{-5}). \tag{3}$$

It is harmless in (1), but it shifts all one-electron levels and matters when they are compared with another calculation.

**Moving model charge.** If $\rho_{\rm LM}$ follows the dipole of $\rho$, its variation adds a term. Differentiating (1) with respect to $\rho_{\rm LM}$ at fixed $\rho$ gives $-\phi_{\rm per}[\rho']-\phi_{\rm LM}+\phi_{\rm iso}[\rho']+\phi_{\rm LM}$, which is minus the difference (3). Its constant part does no work on the neutral change $\delta\rho_{\rm LM}$, so the correction is again $O(L^{-5})$.

### Numbers for a model ion

Three Gaussian charges of $1.2$, $0.9$ and $-1.1$, with standard deviations $0.70$, $0.75$ and $0.80$ bohr and centres $(1.1,0,0.1)$, $(-1.2,0.1,0)$ and $(0.1,0.3,-0.2)$ bohr (the model Gaussian has standard deviation $0.75$ bohr), form an ion with $q=1$ and isolated electrostatic energy $0.69954$ Ry. The errors relative to that energy are, in Ry:

| $L$ (bohr) | background | charge matched | charge and dipole |
|---|---|---|---|
| 12 | $-0.227$ | $-2.4\times10^{-3}$ | $6.2\times10^{-4}$ |
| 16 | $-0.173$ | $-1.0\times10^{-3}$ | $1.5\times10^{-4}$ |
| 24 | $-0.117$ | $-3.0\times10^{-4}$ | $1.9\times10^{-5}$ |

The last column falls with exponent $5.01$ between the two larger cells. In the middle column the model charge was displaced by 1 bohr, so $d=1$ and (2) predicts $L^3\times$ error $=-4\pi/3=-4.189$ Ry bohr³. The computed value, extrapolated to large cells from $L=16$ and $24$, is $-4.189$. At $L=24$ the potential constant is $5.80\times10^{-4}$ Ry, against $5.78\times10^{-4}$ from (3).

## 4. A defect in a crystal

In a crystal the density fills the cell and meets its boundary, so the $L^{-5}$ law does not carry over. Take $\rho_{\rm LM}$ spherical, centred on the defect and contained in the cell. Use $\phi_{\rm LM}$ inside the Wigner-Seitz supercell around the defect and repeat this piece periodically. Call the result $\phi_{\rm tr}$; it replaces $\phi_{\rm LM}$ in the cross term of (1). Its cell average need not vanish, which is harmless because $\rho'$ is neutral.

A boundary point $\mathbf r$ on the face belonging to $\mathbf T$ satisfies $|\mathbf r|=|\mathbf r-\mathbf T|$. The potentials of the two neighbouring pieces agree there, so $\phi_{\rm tr}$ is continuous. Define the field

$$\mathbf F=-\nabla\phi_{\rm tr}/e^2,\qquad \mathbf F=q\,\mathbf r/r^3\ \text{ in the cell, outside }\rho_{\rm LM}.$$

Its tangential part is continuous, but its normal part jumps from $F_n$ to $-F_n$ across a face. By Gauss's law the jump is a surface charge $-2F_n/(4\pi)$, half of which belongs to each cell. Since $\oint F_n\,dA=4\pi q$, each cell carries $-q$ on its boundary. The method thus places the countercharge on the cell boundary, whereas the uniform-background method spreads it through the volume.

## 5. Polarisation inside the cell

Model the crystal as a uniform, isotropic, local and linear dielectric with susceptibility $\chi$ and $\varepsilon=1+4\pi\chi$. The charge density is $\rho_{\rm LM}-\nabla\cdot\mathbf P$, so $\rho'=-\nabla\cdot\mathbf P$. The energy that depends on $\mathbf P$ has three parts.

1. Creating the polarisation costs $e^2\int P^2/(2\chi)$.
2. The cross term is $-\int(\nabla\cdot\mathbf P)\phi_{\rm tr}=\int\mathbf P\cdot\nabla\phi_{\rm tr}=-e^2\int\mathbf P\cdot\mathbf F$. There is no surface term, because both functions are periodic and $\phi_{\rm tr}$ is continuous.
3. The bound charge produces a field $\mathbf F_b$ with zero curl, zero mean and $\nabla\cdot\mathbf F_b=-4\pi\nabla\cdot\mathbf P$. Hence $\mathbf F_b=-4\pi\mathbf P_L$, where $\mathbf P_L$ is the longitudinal part of $\mathbf P$ without its cell average. The self-energy is $-\frac{e^2}{2}\int\mathbf P\cdot\mathbf F_b=2\pi e^2\int P_L^2$.

Together,

$$W[\mathbf P]=e^2\int_{\rm cell}\left(\frac{P^2}{2\chi}-\mathbf P\cdot\mathbf F+2\pi P_L^2\right)d^3r .$$

Setting the variation to zero gives $\mathbf P/\chi+4\pi\mathbf P_L=\mathbf F$. As the gradient of a continuous periodic function, $\mathbf F$ is longitudinal and has zero mean. The transverse and uniform parts of $\mathbf P$ therefore vanish, $\mathbf P=\mathbf P_L$, and

$$\mathbf P=\frac{\chi}{1+4\pi\chi}\mathbf F=\frac{1}{4\pi}\left(1-\frac1\varepsilon\right)\mathbf F. \tag{4}$$

This is the polarisation that the same charge produces in the infinite medium, ended at the cell boundary. At the minimum the two quadratic terms add up to half the magnitude of the linear one, so

$$W_{\rm cell}=-\frac{e^2}{2}\int_{\rm cell}\mathbf P\cdot\mathbf F\,d^3r=-\frac{e^2}{8\pi}\left(1-\frac1\varepsilon\right)\int_{\rm cell}F^2\,d^3r. \tag{5}$$

## 6. The missing energy

For the infinite crystal the same minimisation applies with the integrals over all space. The difference is the exterior contribution. Let $s(\Omega)$ be the distance from the defect to the boundary in direction $\Omega$. With $F^2=q^2/r^4$,

$$\int_{\rm outside}\frac{q^2}{r^4}\,d^3r=q^2\int d\Omega\int_{s(\Omega)}^\infty\frac{dr}{r^2}=q^2\int\frac{d\Omega}{s(\Omega)} .$$

Denote the average over directions by $\langle\cdot\rangle$ and define $1/R_\Omega=\langle1/s\rangle$. Then

$$W_\infty-W_{\rm cell}=-\left(1-\frac1\varepsilon\right)\frac{e^2q^2}{2R_\Omega}. \tag{6}$$

Within the continuum model this is exact for any Wigner-Seitz cell. The Jost term follows when the cell is approximated by a sphere, $s=R$.

A second road confirms the factor one half. Outside a sphere of radius $R$ the displacement field is $q/r^2$ with or without the dielectric. The field energy there is $e^2q^2/(2\varepsilon R)$ with it and $e^2q^2/(2R)$ without it. The difference is $E_{\rm J}$.

The sign is negative because polarisation lowers the energy. For $\varepsilon\to1$ nothing is missing. For $\varepsilon\to\infty$ the term removes the whole exterior field energy of the bare charge. It is quadratic in $q$, so a doubly charged defect needs four times the correction.

### Which radius?

For a cube, $1/s=(2/L)\max(|n_x|,|n_y|,|n_z|)$, with $\mathbf n$ the unit direction vector. The six faces contribute equally. On one face use points $(u,v,1)$, for which $n_z=(1+u^2+v^2)^{-1/2}$ and $d\Omega=du\,dv\,(1+u^2+v^2)^{-3/2}$. In plane polar coordinates, with eight equal triangles,

$$I=\int_{-1}^{1}\!\!\int_{-1}^{1}\frac{du\,dv}{(1+u^2+v^2)^2}
=8\int_0^{\pi/4}\!d\theta\,\frac12\left[1-\frac{1}{1+\sec^2\theta}\right].$$

The bracket equals $\sec^2\theta/(1+\sec^2\theta)$. Substituting $t=\tan\theta$ gives

$$I=4\int_0^1\frac{dt}{2+t^2}=2\sqrt2\arctan\frac1{\sqrt2}=\sqrt2\arccos\frac13 .$$

The last step uses $\cos2x=(1-\tan^2x)/(1+\tan^2x)$. Therefore

$$\frac1{R_\Omega}=\frac2L\,\frac{6}{4\pi}\,I=\frac{3\sqrt2\arccos(1/3)}{\pi L},\qquad R_\Omega=0.6015\,L .$$

The sphere of equal volume has $R_{\rm vol}=(3/4\pi)^{1/3}L=0.6204\,L$. For any cell shape $R_{\rm vol}^3=\langle s^3\rangle$. The function $x^{-1/3}$ is convex, so Jensen's inequality gives $\langle1/s\rangle\ge\langle s^3\rangle^{-1/3}$, that is $R_\Omega\le R_{\rm vol}$. The equal-volume sphere never overestimates the magnitude of the missing energy (6). The ratio $R_\Omega/R_{\rm vol}$ is $0.970$ for the simple cubic supercell and about $0.992$ for the fcc and bcc ones.

## 7. Nonlocal response and the skin

A real crystal cannot follow an abrupt field reversal. As a model, let the longitudinal response depend on wavevector,

$$1-\frac1{\varepsilon(k)}=\frac{1-1/\varepsilon}{1+\lambda^2k^2},$$

with $\lambda$ a microscopic length. Near a flat face with normal coordinate $x$, the factor $1/(1+\lambda^2k^2)$ is a convolution with $e^{-|x|/\lambda}/(2\lambda)$. It turns the step ${\rm sgn}(x)$ into ${\rm sgn}(x)(1-e^{-|x|/\lambda})$. The integral of $F^2$ in (5) thereby loses, per unit area,

$$F_n^2\int_{-\infty}^{\infty}e^{-|x|/\lambda}dx=2\lambda F_n^2,$$

half of it in each cell. Away from the source and the faces $\nabla^2\mathbf F=0$, so smoothing has no effect there at this order. Near the source its effect is the same in the cell and in the infinite crystal. To first order in $\lambda$, the missing energy keeps the form (6), with $R_\Omega$ replaced by a radius $R_\lambda$ given by

$$\frac1{R_\lambda}=\frac1{R_\Omega}+\frac{\lambda}{4\pi}\oint\frac{(\hat{\mathbf n}\cdot\mathbf r)^2}{r^6}\,dA, \tag{7}$$

where $\hat{\mathbf n}$ is the face normal. For a spherical boundary the integral is $4\pi/R^2$, so $1/R_\lambda\approx1/R+\lambda/R^2\approx1/(R-\lambda)$. In this model the skin subtracted from the Jost radius is the nonlocality length. For a cube (7) gives a skin of $0.87\lambda$.

A Fourier calculation with $\lambda=1$ bohr tests (7). The length recovered from the missing energy is $1.06$ bohr at $L=18$, $1.02$ at $L=36$, and $0.98$ when extrapolated linearly in $1/L$. The grid spacing $h=0.375$ bohr lowers each of these values by roughly $h^2/(12\lambda)\approx0.01$ bohr, which accounts for most of the shortfall from 1.

Suppose one writes $R=R_{\rm vol}-R_{\rm skin}$ with an adjusted $R_{\rm skin}$. For a cube, this skin must supply both $0.87\lambda$ and the shape difference $R_{\rm vol}-R_\Omega=0.019L$. The second part grows with the cell, so one constant cannot serve all cube sizes.

## 8. Worked example: a charge in a lattice of dipoles

The continuum argument can be tried on a system with atomic structure. Polarisable point dipoles form a simple cubic lattice with $a=5$ bohr, and a charge $q=1$ sits at the cube-centre interstitial site. The chosen value is $\varepsilon=4$.

At a site of a cubic lattice the other dipoles add the Lorentz field $4\pi P/3$ to the macroscopic field $F_{\rm mac}$. Thus $P=(\alpha/a^3)(F_{\rm mac}+4\pi P/3)$, which with $P=(\varepsilon-1)F_{\rm mac}/(4\pi)$ gives

$$\alpha=\frac{3a^3}{4\pi}\,\frac{\varepsilon-1}{\varepsilon+2}=\frac{3\times125}{4\pi}\times\frac12=14.92\ \text{bohr}^3 .$$

The induced dipoles are solved self-consistently in cells of edge $L=Na$, driven by the field cut at the cell boundary. For $N=20$, their mean radial strength between $4a$ and $8a$ is $0.9996$ of the infinite-medium law (4).

The infinite-crystal energy comes from a separate route, the uniform background. Its energy is an average over $N^3$ wavevectors of a function whose small-$k$ terms have degree $-2$ and $0$. Omitting $k=0$ then gives errors in $N^{-1}$ and $N^{-3}$. Removing both with $N=12,16,20$ yields $W_\infty=-0.307298$ Ry. The neglected higher powers of $1/N$ leave an uncertainty of about $10^{-5}$ Ry. The Jost formula is not used in this step.

For $N=20$, $L=100$ bohr and $R_\Omega=60.15$ bohr. The cell energy is $-0.294805$ Ry, so the missing part is

$$-0.307298+0.294805=-0.012493\ \text{Ry}.$$

The Jost term with $R_\Omega$ is

$$-0.75\times\frac{2}{2\times60.15}=-0.01247\ \text{Ry}.$$

In electronvolts these are $-0.1700$ and $-0.1696$. About $0.00003$ Ry is left over, or 0.2 to 0.3 per cent of the missing energy. With $R_{\rm vol}$ the term is $-0.01209$ Ry and 3 per cent is left over, mainly the shape error of Section 6. In the smallest cell, $L=20$ bohr, the missing energy is $-0.0638$ Ry and the term with $R_\Omega$ supplies $-0.0623$ Ry, or 98 per cent.

Inverting (6) at $N=4$ gives $0.75/0.063844=11.75$ bohr against $R_\Omega=12.03$ bohr, a skin of $0.28$ bohr. At $N=20$ the same inversion gives $0.12$ bohr, but there an error of $10^{-5}$ Ry in $W_\infty$ changes the skin by about $0.05$ bohr. The data thus show a small positive skin, but they do not settle how it varies among the larger cells.

**Extrapolation.** Equation (6) also says that uncorrected energies approach their limit as $1/L$. Eliminating that term between $L=80$ and $100$ bohr gives

$$\frac{100(-0.294805)-80(-0.291671)}{20}=-0.30734\ \text{Ry},$$

which is $0.00004$ Ry below $W_\infty$. The Jost term reaches similar accuracy from one cell, provided $\varepsilon$ is known.

## 9. Conditions of use

The constant $\varepsilon$ must describe the response allowed inside the cell: the electronic value if the ions are held fixed, the static value if they relax. The derivation assumes a uniform scalar $\varepsilon$, linear response throughout the crystal, and a defect charge contained in the cell. A defect state that spreads to the boundary breaks the last assumption. In an anisotropic crystal the transverse part of $\mathbf P$ no longer vanishes, so (4) fails: the polarisation inside the cell differs from that of the infinite medium, and the missing energy is not simply an integral over the exterior.

The Jost term also does not set the energy of exchanging electrons with a reservoir. That contribution is linear in $q$ and depends on the zero of potential. In the crystal, the cross term of the bulk density with $\phi_{\rm tr}$ equals the energy of $\rho_{\rm LM}$ and its boundary countercharge in the bulk potential. It refers the defect charge to the bulk potential averaged over the boundary charge. This reference must be aligned with the one used for the bulk band energies before different charge states are compared.

The numerical output below lists the values for all cell sizes. Its label R_eff denotes the radius called $R_\Omega$ here.

## Values computed for the example and the checks

```
PART 1: model ion, net charge 1.000 e
isolated electrostatic energy = 0.69954269 Ry
L=12 bohr, error in Ry: background -0.22705, charge only -2.351e-03, charge+dipole 6.153e-04
L=16 bohr, error in Ry: background -0.17349, charge only -1.006e-03, charge+dipole 1.453e-04
L=24 bohr, error in Ry: background -0.11711, charge only -3.008e-04, charge+dipole 1.909e-05
error exponent, charge and dipole matched = 5.007
L^3 x dipole error: computed -4.1893, formula -4.1888 Ry bohr^3
potential constant at L=24: computed 5.8011e-04, formula 5.7819e-04 Ry
functional derivative: difference quotient 0.2784439, potential 0.2784439 Ry
PART 2: effective radius R_eff and equal-volume radius R_vol
sc  supercell: R_eff/R_vol = 0.9697
fcc supercell: R_eff/R_vol = 0.9917
bcc supercell: R_eff/R_vol = 0.9915
cube: R_eff/L = 0.60154 (closed form 0.60155), R_vol/L = 0.62035
PART 3: a = 5.0 bohr, eps = 4.0, q = 1 e, polarisability 14.9208 bohr^3
1-1/eps: nominal 0.7500, from lattice response 0.7486
dipoles in shell 4a<r<8a / infinite-medium law = 0.9996
infinite-crystal polarisation energy = -0.307298 Ry
N= 4 L= 20 bohr: LMCC -0.243454, missing -0.063844 Ry
   Jost R_eff -0.062340, R_vol -0.060450; left over 0.001505, 0.003395 Ry
N= 8 L= 40 bohr: LMCC -0.275886, missing -0.031413 Ry
   Jost R_eff -0.031170, R_vol -0.030225; left over 0.000243, 0.001188 Ry
N=12 L= 60 bohr: LMCC -0.286434, missing -0.020864 Ry
   Jost R_eff -0.020780, R_vol -0.020150; left over 0.000084, 0.000714 Ry
N=16 L= 80 bohr: LMCC -0.291671, missing -0.015628 Ry
   Jost R_eff -0.015585, R_vol -0.015112; left over 0.000043, 0.000515 Ry
N=20 L=100 bohr: LMCC -0.294805, missing -0.012493 Ry
   Jost R_eff -0.012468, R_vol -0.012090; left over 0.000025, 0.000403 Ry
N=20: radius from missing energy / R_eff = 0.99798, / R_vol = 0.96773
N=20: apparent skin R_eff - R = 0.1212 bohr
N=20: missing energy = -0.1700 eV, Jost with R_eff = -0.1696 eV
PART 4: nonlocality length lam = 1.0 bohr
L=18 bohr: length recovered from missing energy = 1.0591 bohr
L=36 bohr: length recovered from missing energy = 1.0212 bohr
extrapolated to large L = 0.9833 bohr
cube: first-order skin / lam = 0.8671
```
